# Skyrmion helicity and effective chirality from bulk and interfacial exchange

## Result

A thin film has an interfacial antisymmetric exchange constant $D_i$ and a bulk one $D_b$. Define

$$D=\sqrt{D_i^2+D_b^2},\qquad D_i=D\cos\alpha,\qquad D_b=D\sin\alpha .$$

If the magnetization is uniform through the thickness, a skyrmion whose core points down in an up background has helicity $\psi=\alpha$. With both directions reversed it has $\psi=\alpha+180^\circ$. Its profile, size and energy depend on the two constants through $D$ alone.

The ratio gives $\tan\psi=D_b/D_i$, which leaves two angles $180^\circ$ apart. The signs of the constants and the direction of the core choose between them.

## Energy and conventions

Let $\mathbf m(x,y)$ be the unit magnetization, $t$ the thickness and $\hat{\mathbf z}$ the film normal. The energy per volume is

$$w=A|\nabla\mathbf m|^2+D_iL_i+D_bL_b+K(1-m_z^2)+M_sB(1-m_z),$$

$$L_i=m_z\nabla\!\cdot\mathbf m-(\mathbf m\cdot\nabla)m_z,\qquad L_b=\mathbf m\cdot(\nabla\times\mathbf m).$$

Here $A>0$ is the exchange stiffness, $K$ the uniaxial anisotropy, $M_s$ the magnetization and $B$ the field along the background. These signs of $L_i$ and $L_b$ fix the meaning of positive $D_i$ and $D_b$. Dipolar energy is left out, except that its local thin-film part may be included in $K$.

In polar coordinates $(r,\varphi)$ the skyrmion is

$$\mathbf m=\sin\theta(r)\,(\cos\psi\,\hat{\mathbf r}+\sin\psi\,\hat{\boldsymbol\varphi})+\cos\theta(r)\,\hat{\mathbf z},\qquad \theta(0)=\pi,\quad\theta(\infty)=0 .$$

Helicity $0$ means that the in-plane magnetization points outward (Néel type); $90^\circ$ means that it circulates (Bloch type).

## Simple case: interfacial exchange alone

The divergence sees only the radial component:

$$\nabla\!\cdot\mathbf m=\frac{\cos\psi}{r}\frac{d(r\sin\theta)}{dr}=\cos\psi\left(\cos\theta\,\theta'+\frac{\sin\theta}{r}\right).$$

Also $\nabla m_z=-\sin\theta\,\theta'\,\hat{\mathbf r}$, so $(\mathbf m\cdot\nabla)m_z=-\cos\psi\sin^2\theta\,\theta'$. Hence

$$L_i=\cos\psi\left(\cos^2\theta\,\theta'+\frac{\sin\theta\cos\theta}{r}+\sin^2\theta\,\theta'\right)=\cos\psi\left(\theta'+\frac{\sin2\theta}{2r}\right).$$

Integrating over the film gives the chiral energy $2\pi tD_i\cos\psi\,I$, with

$$I=\int_0^\infty\left(r\theta'+\tfrac12\sin2\theta\right)dr .$$

The sign of $I$ decides between outward and inward. For a profile that decays faster than $1/r$, the boundary term $r\theta$ vanishes at both ends, and integration by parts gives

$$I=-\int_0^\infty\left(\theta-\tfrac12\sin2\theta\right)dr .$$

The bracket is zero at $\theta=0$ and has derivative $1-\cos2\theta=2\sin^2\theta\ge0$, so it is positive for $\theta>0$. Therefore $I<0$ for every positive profile, monotonic or not.

For $D_i>0$ the energy is lowest at $\psi=0$, and for $D_i<0$ at $\psi=180^\circ$. As $D_i\to0$ the energy no longer depends on $\psi$, and the helicity is undetermined, as it must be when nothing couples spin directions to directions in the film.

## Adding the bulk term

The curl has two parts. Its normal component comes from the circulating part of $\mathbf m$:

$$(\nabla\times\mathbf m)_z=\frac{\sin\psi}{r}\frac{d(r\sin\theta)}{dr}=\sin\psi\left(\cos\theta\,\theta'+\frac{\sin\theta}{r}\right).$$

Its in-plane part is $(\partial_ym_z,-\partial_xm_z)=\nabla m_z\times\hat{\mathbf z}$. Since $\hat{\mathbf r}\times\hat{\mathbf z}=-\hat{\boldsymbol\varphi}$, this equals $+\sin\theta\,\theta'\,\hat{\boldsymbol\varphi}$. Taking the scalar product with $\mathbf m$,

$$L_b=\sin\psi\left(\cos^2\theta\,\theta'+\frac{\sin\theta\cos\theta}{r}+\sin^2\theta\,\theta'\right)=\sin\psi\left(\theta'+\frac{\sin2\theta}{2r}\right).$$

The radial factor is the same as before. The chiral energy is therefore

$$E_{\rm ch}=2\pi t\,(D_i\cos\psi+D_b\sin\psi)\,I=2\pi tD\cos(\psi-\alpha)\,I .$$

Since $I<0$, for any given profile the lowest energy is at $\psi=\alpha$ and the highest at $\psi=\alpha+180^\circ$. The best profile can then be sought at $\psi=\alpha$, where the coupling is $D$.

**Limits.** For $D_b=0$ the Néel case returns. For $D_i=0$ the helicity is $+90^\circ$ or $-90^\circ$ according to the sign of $D_b$. Reversing both constants keeps their ratio but turns the helicity by $180^\circ$.

**Reversed core.** Now $\theta$ runs from $0$ to $\pi$. Put $\theta=\pi-u$, where $u$ runs from $\pi$ to $0$. Then $\theta'=-u'$ and $\sin2\theta=-\sin2u$, so $I[\theta]=-I[u]>0$, and the minimum moves to $\psi=\alpha+180^\circ$. The field is reversed with the background, but its energy does not contain $\psi$.

## The profile contains only $D$

The in-plane angle is $\varphi+\psi$, whose gradient has length $1/r$. Hence $|\nabla\mathbf m|^2=\theta'^2+\sin^2\theta/r^2$. At $\psi=\alpha$ the energy is $E=2\pi t\int f\,dr$, with

$$f=A\left(r\theta'^2+\frac{\sin^2\theta}{r}\right)+D\left(r\theta'+\tfrac12\sin2\theta\right)+Kr\sin^2\theta+M_sBr(1-\cos\theta).$$

The two derivatives needed for the Euler equation are

$$\frac{\partial f}{\partial\theta}=\frac{A\sin2\theta}{r}+D\cos2\theta+Kr\sin2\theta+M_sBr\sin\theta,$$

$$\frac{d}{dr}\frac{\partial f}{\partial\theta'}=2A(r\theta''+\theta')+D .$$

Equating them, using $\cos2\theta-1=-2\sin^2\theta$ and dividing by $-2Ar$,

$$\theta''+\frac{\theta'}{r}-\frac{\sin2\theta}{2r^2}+\frac{D}{A}\frac{\sin^2\theta}{r}-\frac{K\sin2\theta}{2A}-\frac{M_sB\sin\theta}{2A}=0 .$$

Neither $D_i$ nor $D_b$ appears separately.

A change of scale tests the solution. Replace $\theta(r)$ by $\theta(r/\lambda)$. Exchange is unchanged, chiral energy grows as $\lambda$, and the anisotropy and field energy $E_{\rm pot}$ grows as $\lambda^2$. Stationarity at $\lambda=1$ requires

$$E_{\rm ch}+2E_{\rm pot}=0 .$$

In the limit $D=0$ this demands $E_{\rm pot}=0$. For $K\ge0$ and $B>0$ that is impossible for a skyrmion of finite size, so within this model chirality is what holds it open.

## From a skyrmion to any texture

The root-sum-square law does not need the skyrmion form. Write both chiral densities in terms of the turning vector $\mathbf m\times\partial_a\mathbf m$, where $a=x,y$ and $\mathbf e_a$ is the unit vector along $a$. For the bulk term,

$$L_b=\sum_a\mathbf m\cdot(\mathbf e_a\times\partial_a\mathbf m)=-\sum_a\mathbf e_a\cdot(\mathbf m\times\partial_a\mathbf m).$$

For the interfacial term, the product rule for two cross products gives

$$\sum_a(\hat{\mathbf z}\times\mathbf e_a)\cdot(\mathbf m\times\partial_a\mathbf m)=\sum_a\left[m_z\,\partial_am_a-m_a\,\partial_am_z\right]=L_i .$$

Together,

$$D_iL_i+D_bL_b=\sum_a\mathbf d_a\cdot(\mathbf m\times\partial_a\mathbf m),\qquad\mathbf d_a=D_i\,\hat{\mathbf z}\times\mathbf e_a-D_b\,\mathbf e_a .$$

The two parts of $\mathbf d_a$ are perpendicular, so $|\mathbf d_a|=\sqrt{D_i^2+D_b^2}$. This is the geometrical reason for the root-sum-square.

Let $R$ turn spins by $\alpha$ about $\hat{\mathbf z}$, without moving their positions. Because $\hat{\mathbf z}\times(\hat{\mathbf z}\times\mathbf e_a)=-\mathbf e_a$,

$$R\,(D\,\hat{\mathbf z}\times\mathbf e_a)=D\cos\alpha\,\hat{\mathbf z}\times\mathbf e_a-D\sin\alpha\,\mathbf e_a=\mathbf d_a .$$

Put $\mathbf m=R\mathbf q$. A rotation preserves scalar products and carries cross products along, so

$$\mathbf d_a\cdot(\mathbf m\times\partial_a\mathbf m)=D\,(\hat{\mathbf z}\times\mathbf e_a)\cdot(\mathbf q\times\partial_a\mathbf q).$$

The mixed film with texture $\mathbf m$ has the same chiral energy as a purely interfacial film of strength $D$ with texture $\mathbf q$. Exchange and the terms in $m_z$ do not change under $R$. The equivalence therefore covers walls, spirals and skyrmions alike, provided that they are uniform in $z$ and that the remaining energy is symmetric under spin rotation about $z$. An in-plane field or a uniaxial in-plane anisotropy breaks this correspondence between textures, because $R$ does not leave its axis in place. In an unbounded film the lowest energy still depends on $D$ alone: interfacial exchange is unchanged when spins and positions turn together, and such a turn brings the axis back.

## Worked film

Take $t=3.0$ nm, $A=9.0$ pJ/m, $M_s=0.38$ MA/m, $B=0.40$ T and $D_b=1.60$ mJ/m². The interface contributes $D_s=1.80$ pJ/m, which averaged over the thickness gives $D_i=D_s/t=0.60$ mJ/m². Then

$$D=\sqrt{0.60^2+1.60^2}=1.709\ \text{mJ/m}^2=10.67\ \text{meV/nm}^2,$$

while the arithmetic sum would be $2.20$ mJ/m². Both constants are positive, so $\alpha$ lies in the first quadrant:

$$\psi=\arctan(1.60/0.60)=69.4^\circ .$$

For the reversed core it is $-110.6^\circ$.

The interface supplies an anisotropy of $0.200$ MJ/m³. The local dipolar part subtracts $\mu_0M_s^2/2=0.0907$ MJ/m³, leaving $K=0.1093$ MJ/m³. The radial equation then gives a radius of $7.39$ nm, measured where $m_z=0$, and $I=-24.12$ nm. The chiral energy is

$$E_{\rm ch}=2\pi(3.0)(1.709)(-24.12)\times10^{-21}\ \text{J}=-4.85\ \text{eV}.$$

Exchange contributes $4.894$ eV, anisotropy and field $2.424$ eV. Twice the latter is $4.848$ eV, against a chiral energy of $-4.849$ eV, so the scale condition holds. With no twist through the thickness, the total is $2.47$ eV above the uniform state, so this skyrmion is not the ground state and can be at most metastable. With $D_b$ alone, and $K$ and $B$ held fixed, the radius would be $6.53$ nm.

A free relaxation tests the result without imposing the skyrmion form. On a periodic grid of $80\times80$ spins with spacing $1.2$ nm, a skyrmion started at $30^\circ$ settled at $69.44^\circ$. Its energy was $2.48211$ eV, the same to all digits shown as that of a relaxed film with purely interfacial strength $D$. The difference of $0.012$ eV from the radial solution is due to the grid spacing: it falls as the square of the spacing, being $0.034$ and $0.022$ eV at spacings of $2.0$ and $1.6$ nm. A scan of helicity in $5^\circ$ steps, over all four sign combinations and both core directions, put the minimum in every case at the scan point nearest the predicted angle, $0.56^\circ$ from it; the scan itself resolves the angle only to $\pm2.5^\circ$.

With $D_b$ and $D_s$ held fixed, thickness tunes the helicity:

| $t$ (nm) | $\psi$ (deg) | $D$ (mJ/m²) |
|---|---|---|
| 2 | 60.6 | 1.836 |
| 3 | 69.4 | 1.709 |
| 5 | 77.3 | 1.640 |
| 10 | 83.6 | 1.610 |

A thicker film dilutes the interface and moves towards Bloch. The next section shows why the last row should not be trusted as a single angle.

## Where uniformity fails

Let the helicity vary with height, $\psi(z)$, at fixed $\theta(r)$. The curl gains $-\partial_zm_y$ along $x$ and $+\partial_zm_x$ along $y$, so $L_b$ gains

$$-m_x\partial_zm_y+m_y\partial_zm_x=-\sin^2\theta\,\frac{d\psi}{dz}.$$

With the exchange cost of the twist, the added energy density is

$$\sin^2\theta\left[A\left(\frac{d\psi}{dz}\right)^2-D_b\frac{d\psi}{dz}\right]=\sin^2\theta\left[A\left(\frac{d\psi}{dz}-\frac{D_b}{2A}\right)^2-\frac{D_b^2}{4A}\right].$$

The preferred twist rate is $D_b/(2A)$. Its total angle, $D_bt/(2A)$, vanishes as $t\to0$, but the gain per volume does not. In a thin continuum film it acts as a reduction of $K$ by $D_b^2/(4A)$. A single magnetic layer has no such twist.

Here the reduction is $1.60^2/(4\times9.0)=0.0711$ MJ/m³, about two thirds of $K$. Solving the radial equation again with the lowered $K$ moves the radius from $7.39$ to $10.5$ nm, an increase of 42%. The shift respects rotation about $z$, so it does not by itself turn the mean helicity. It does mean that the size depends on $D_b$ separately as well as on $D$.

If all of $D_s$ acts at the lower face, $z=0$, and the original radial profile is kept, the helicity runs from $61.6^\circ$ at that face to $78.9^\circ$ at the other, with mean $70.7^\circ$. The span of $17.3^\circ$ exceeds $D_bt/(2A)=0.267$ rad $=15.3^\circ$ because the interface adds its own torque. To see this, let $S=\int\sin^2\theta\,r\,dr$. Varying $\psi$ at the interface, $z=0$, gives

$$2AS\frac{d\psi}{dz}=D_bS+D_s|I|\sin\psi,$$

which is a steeper slope than $D_b/(2A)$. With the same $D_s$ at the upper face instead, the variation there gives $D_bS-D_s|I|\sin\psi$ on the right: the interface then opposes the bulk twist, and the span is smaller than $D_bt/(2A)$. At $t=10$ nm the preferred twist is already $0.89$ rad, or $51^\circ$, and one helicity no longer describes the film.

## Non-local dipoles and temperature

The volume magnetic charge is $-M_s\nabla\!\cdot\mathbf m$, proportional to $\cos\psi$. Its energy is therefore $W\cos^2\psi$ with $W>0$, which favours Bloch skyrmions. To find $W$, use in-plane wavevectors $k$, for which charges at heights $z$ and $z'$ interact through $e^{-k|z-z'|}/(2k)$. Integrating both heights over the film gives $t\,g/k^2$, with

$$g=1-\frac{1-e^{-kt}}{kt}.$$

The Fourier amplitude of the divergence is $2\pi k\cos\psi\,H_1$ in magnitude, where $H_1(k)=\int\sin\theta\,J_1(kr)\,r\,dr$ and $J_1$ is a Bessel function. Hence

$$W=\frac{\mu_0M_s^2}{2}\,2\pi t\int_0^\infty kH_1^2\,g\,dk=0.173\ \text{eV}.$$

At fixed profile, the minimum of $-4.849\cos(\psi-\alpha)+0.173\cos^2\psi$ (in eV) lies at $70.7^\circ$, a shift of $1.3^\circ$.

The surface charges $\pm M_sm_z$ on the two faces have an energy factor $(1-e^{-kt})/k=t(1-g)$. The $1$ is the local part already in $K$; the $-g$ is the non-local remainder. It amounts to $-0.154$ eV and does not depend on $\psi$. Surface and volume charges do not interact in total, because the potential of the volume charge is equal at the two faces while the surface charges are opposite. Relaxing the profile with these terms included, still uniform through the thickness, enlarges the radius by about 8%, to $8.0$ nm, much less than the twist does.

For thermal motion, expand the chiral energy about its minimum: $\tfrac12\kappa(\psi-\alpha)^2$ with $\kappa=2\pi tD|I|=4.85$ eV. At $200$ K, $k_BT=0.0172$ eV, and classical equipartition gives

$$\delta\psi_{\rm rms}=\sqrt{0.0172/4.85}=0.060\ \text{rad}=3.4^\circ .$$

This counts only uniform rotation of the helicity at fixed profile and fixed material constants.

## Comparison with a real film

The values of $A$, $M_s$ and $D_b$ are rough ones for FeGe, a chiral magnet that orders somewhat below room temperature. They imply a spiral period $2\pi/(D_b/2A)=4\pi A/D_b\approx71$ nm, close to the roughly 70 nm known for that material. The interfacial constant is an assumption, on the scale of strong heavy-metal/cobalt interfaces, and so is the large perpendicular anisotropy. The latter matters: small uniform tilts of the background cost energy only if $2K+M_sB>0$, and tilts free to twist through the thickness only if $2K+M_sB>D_b^2/(2A)$. Without the interface anisotropy, $2K+M_sB=-0.181+0.152<0$ in MJ/m³, and the perpendicular background assumed here would be unstable. The thickness table also presupposes this background. If the interface anisotropy falls as $1/t$, then at 10 nm $2K+M_sB=0.091$ MJ/m³, below $D_b^2/(2A)=0.142$ MJ/m³, and the last row would need a stronger field. The uniformity assumption is the one a real film of this kind breaks most seriously among the effects sized above: it moves the model radius by about 40% when the interfacial term is spread evenly through the thickness (about 50% with that term at the lower face and about 30% at the upper), and it spreads the helicity over about $17^\circ$ when that term sits at the lower face and the profile is kept. The mean helicity is more robust, moving by little more than $1^\circ$ under either the twist or the non-local dipolar energy, each taken separately. Two further limits apply. The constants were not adjusted to temperature, and they weaken on approaching the ordering point, so the thermal spread above is only an estimate. The sign of $D_b$ follows the handedness of the crystal, so a film containing grains of both hands would show helicities $+\alpha$ and $-\alpha$ in different grains.

## Computed values

```
exchange stiffness A: 9.0 pJ/m
magnetization Ms: 0.38 MA/m
thickness t: 3.0 nm
field B: 0.40 T
interface-supplied anisotropy: 0.200 MJ/m^3
local dipolar constant: 0.0907 MJ/m^3
net anisotropy K: 0.1093 MJ/m^3
interfacial constant Ds: 1.80 pJ/m
interfacial Di = Ds/t: 0.600 mJ/m^2
bulk Db: 1.600 mJ/m^2
effective D: 1.7088 mJ/m^2
effective D, converted: 10.67 meV/nm^2
arithmetic sum Di+Db: 2.200 mJ/m^2
helicity, core down: 69.44 deg
helicity, core up: -110.56 deg
shape integral I: -24.119 nm
I by parts: -24.119 nm
skyrmion radius (mz=0): 7.389 nm
radius with Db alone: 6.533 nm
exchange energy: 4.894 eV
chiral energy: -4.849 eV
anisotropy+field energy: 2.424 eV
skyrmion energy: 2.470 eV
scan: largest angle error: 0.56 deg
free relaxation: start helicity: 30.0 deg
free relaxation: final helicity: 69.444 deg
grid energy, mixed Di and Db: 2.48211 eV
grid energy, interfacial D only: 2.48211 eV
t = 2 nm: helicity 60.6 deg, D 1.836 mJ/m^2
t = 3 nm: helicity 69.4 deg, D 1.709 mJ/m^2
t = 5 nm: helicity 77.3 deg, D 1.640 mJ/m^2
t = 10 nm: helicity 83.6 deg, D 1.610 mJ/m^2
twist: lowering of K: 0.0711 MJ/m^3
twist: radius at lowered K: 10.500 nm
twist: helicity at interface: 61.64 deg
twist: helicity at far face: 78.90 deg
twist: mean helicity: 70.66 deg
dipolar: volume-charge scale W: 0.1729 eV
dipolar: non-local surface part: -0.1535 eV
dipolar: shifted helicity: 70.72 deg
temperature: 200 K
thermal energy kT: 0.0172 eV
thermal rms helicity spread: 3.42 deg
```
